# How many defect sites does a Boltzmann average need?

**Question.** In an amorphous oxide every oxygen site has its own surroundings, so the energy needed to form a vacancy differs from site to site. Suppose these energies follow a Gaussian distribution. How many sites must be computed before the plain average of the Boltzmann factor reaches a given relative error, and how does that number scale with the width of the distribution and with temperature?

**Answer.**

## Setting and the two moments

Let the formation energy $E$ have mean $\mu$ and standard deviation $\sigma$. The algebra is in atomic units, with $kT$ an energy. Only ratios of energies enter the results, so numbers in eV can be inserted directly. Define

$$
w=e^{-E/kT},\qquad A=\langle w\rangle,\qquad s=\frac{\sigma}{kT}.
$$

If vacancies are dilute, $A$ is the mean number of vacancies per site, apart from a vibrational factor taken as common to all sites and set to one. The sites are drawn uniformly from the frozen network, and for now their energies are independent.

Write $E=\mu+\sigma z$, where $z$ has the unit Gaussian density $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$. Then $w=e^{-\mu/kT}e^{-sz}$, and the $n$-th moment is

$$
\langle w^n\rangle=e^{-n\mu/kT}\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{-z^2/2-nsz}.
$$

Completing the square gives

$$
-\frac{z^2}{2}-nsz=-\frac{(z+ns)^2}{2}+\frac{n^2s^2}{2}.
$$

The remaining integral is that of a unit Gaussian centred at $z=-ns$, which equals one. Hence

$$
\langle w^n\rangle=e^{-n\mu/kT+n^2s^2/2}. \tag{1}
$$

For $n=1$ this is $A=e^{-\mu/kT+s^2/2}$. For $n=2$ the exponent is $-2\mu/kT+2s^2$, while that of $A^2$ is $-2\mu/kT+s^2$, so

$$
\frac{\langle w^2\rangle}{A^2}=e^{s^2}. \tag{2}
$$

The shifted Gaussian also shows which sites matter. Half of the average comes from energies below $\mu-\sigma^2/kT$, and half of the second moment from energies below $\mu-2\sigma^2/kT$. The first threshold lies $s$ standard deviations below the mean, the second $2s$.

## The number of sites

The estimate from $N$ sites is $\hat A=N^{-1}\sum_i w_i$. For independent sites the variances add, and the prefactor enters squared:

$$
\mathrm{Var}(\hat A)=\frac{1}{N^2}\,N\left(\langle w^2\rangle-A^2\right)=\frac{A^2\,(e^{s^2}-1)}{N}.
$$

Let $\varepsilon$ be the root-mean-square (rms) error of $\hat A$ relative to $A$. Setting $\mathrm{Var}(\hat A)=\varepsilon^2A^2$ gives

$$
N=\frac{e^{s^2}-1}{\varepsilon^2}. \tag{3}
$$

For strong disorder, $s\gg1$, the one is negligible:

$$
N\simeq\frac{1}{\varepsilon^2}\exp\!\left[\frac{\sigma^2}{(kT)^2}\right].
$$

For weak disorder, $s\ll1$, expansion of the exponential gives $N\simeq s^2/\varepsilon^2$, the usual cost of averaging a quantity whose relative spread is $s$.

The mean $\mu$ has dropped out. A shift common to all sites, such as a change of the oxygen chemical potential, multiplies every $w_i$ by the same factor. As long as the dilute form holds, it changes $A$ but not its relative sampling error.

## Numbers for an amorphous oxide

Take neutral oxygen vacancies in amorphous InGaZnO$_4$, annealed under oxygen-poor conditions, with the rough values $\mu=1.5$ eV, $\sigma=0.20$ eV and $T=600$ K. Then $kT=0.0517$ eV and

$$
s=\frac{0.20}{0.0517}=3.87,\qquad s^2=14.96,\qquad e^{s^2}=3.15\times10^{6}.
$$

For a relative rms error of 10 %,

$$
N=\frac{3.15\times10^{6}}{0.10^2}=3.15\times10^{8}.
$$

A supercell of 112 atoms holds 64 oxygen sites, so this means about $4.9\times10^6$ supercells with every site computed. At the same temperature and target, a spread of 0.05 eV needs about 155 sites and one of 0.10 eV about 4100.

The exponent makes the estimate sensitive to its own input. If $\sigma$ is 10 % larger, $s^2$ grows by the factor 1.21, and $N$ is multiplied by $e^{0.21\times14.96}\approx23$. Equation (3) therefore fixes an order of magnitude at best. This factor belongs to the Boltzmann factor $w$; once the occupancy of a site is limited to one, as discussed below, the dependence on $\sigma$ in this example is much weaker.

The average itself is $A=4.5\times10^{-10}$, against a Boltzmann factor of $2.5\times10^{-13}$ at the mean energy. The ratio is $e^{s^2/2}\approx1800$. With 47 oxygen sites per nm$^3$, the model gives a vacancy density of about $2\times10^{13}$ cm$^{-3}$. Half of these vacancies sit on sites with energies below

$$
\mu-\frac{\sigma^2}{kT}=1.5-\frac{0.04}{0.0517}\approx0.73\ \text{eV}.
$$

## What a smaller sample shows

The rms error is not the error of a typical run. To see why, count the draws needed to meet one site below $\mu-\sigma^2/kT$. With $\Phi$ the cumulative unit Gaussian, the probability per draw is

$$
\Phi(-s)=\int_0^\infty du\,\varphi(s+u)=\varphi(s)\int_0^\infty du\,e^{-su-u^2/2}.
$$

For large $s$ the integrand has decayed once $u$ exceeds a few times $1/s$, where $u^2/2$ is still small. Dropping that term leaves $\varphi(s)/s$, so the mean number of draws per such site is

$$
\frac{1}{\Phi(-s)}\simeq s\sqrt{2\pi}\,e^{s^2/2}. \tag{4}
$$

In the example the left side is $1.8\times10^4$ and the right side $1.7\times10^4$. A much smaller sample will probably contain none of the sites that supply half of the average. The estimator is still unbiased: many runs come out too low, and a few that catch a very favourable site come out far too high.

Simulating 2000 samples of each size for the example gives:

| Sites | Median of $\hat A/A$ | Fraction of runs within 10 % |
|---|---|---|
| 64 | 0.12 | 0.02 |
| 6400 | 0.58 | 0.07 |
| $10^5$ | 0.79 | 0.14 |
| $10^6$ | 0.90 | 0.34 |
| $10^7$ | 0.96 | 0.68 |
| $3.15\times10^8$ | 0.99 | 0.97 |

One supercell typically gives about an eighth of the true average. About two runs in three meet the 10 % target at $10^7$ sites, some thirty times fewer than equation (3) asks for. The difference comes from runs that hardly ever occur. Half of the second moment belongs to sites more than $2s$ standard deviations below the mean. Applying (4) with $2s$ in place of $s$, the expected number of such sites in the full sample is

$$
N\,\Phi(-2s)\simeq\frac{e^{s^2}}{\varepsilon^2}\,\frac{e^{-2s^2}}{2s\sqrt{2\pi}}
=\frac{e^{-s^2}}{2s\sqrt{2\pi}\,\varepsilon^2}\approx1.6\times10^{-6}.
$$

Equation (3) is thus the price of controlling the rms error, including these exceptional runs. In this example a criterion based on typical runs is cheaper, but it still asks for millions of sites.

The sample gives little warning of its own failure. Its estimated squared standard error is

$$
\frac{\sum_i(w_i-\hat A)^2}{N(N-1)}=\frac{\sum_iw_i^2-N\hat A^2}{N(N-1)}\le\frac{N^2\hat A^2-N\hat A^2}{N(N-1)}=\hat A^2 .
$$

The inequality holds because all $w_i$ are positive, so that $\sum_i w_i^2\le(\sum_i w_i)^2=N^2\hat A^2$. The reported error can therefore never exceed 100 % of the estimate. At 6400 sites the median reported error is 32 %, whereas the true rms error is 22 times the average.

## Sites that share a supercell

Sites in one cell share its density and composition, so their energies may be correlated. Let any two sites in a cell have jointly Gaussian energies with correlation $\rho\ge0$. The sum $z_1+z_2$ has variance $2(1+\rho)$. A Gaussian variable $x$ of zero mean obeys $\langle e^{-sx}\rangle=e^{s^2\mathrm{Var}(x)/2}$, by the same completion of the square. Therefore

$$
\frac{\langle w_1w_2\rangle}{A^2}=\frac{e^{-2\mu/kT+s^2(1+\rho)}}{e^{-2\mu/kT+s^2}}=e^{\rho s^2},
$$

and the covariance divided by $A^2$ is $e^{\rho s^2}-1$. The mean over $m$ sites in a cell contains $m$ variances and $m(m-1)$ covariances, all divided by $m^2$. For $C$ independent cells the squared relative error is

$$
\varepsilon^2=\frac{(e^{s^2}-1)+(m-1)(e^{\rho s^2}-1)}{Cm}. \tag{5}
$$

Compared with independent sites, the number of cells is multiplied by

$$
1+(m-1)\,\frac{e^{\rho s^2}-1}{e^{s^2}-1}.
$$

For weak disorder this tends to $1+(m-1)\rho$, so correlation is costly there. In the example, with $m=64$, the factor is 1.04 for $\rho=0.5$ and 4.2 for $\rho=0.8$; with the saturating occupancy introduced below in place of $w$, these become 1.10 and 6.6. For any fixed $\rho<1$, strong disorder suppresses the penalty because the variance of single sites grows as $e^{s^2}$ and the covariance only as $e^{\rho s^2}$. This conclusion concerns the rms error; the typical error of correlated samples has not been examined here.

## If the tail ends

Equation (3) trusts the Gaussian out to about $2s=7.7$ standard deviations below the mean, where no feasible set of calculations can confirm it. Suppose instead that no site lies below $\mu-c\sigma$. The density for $z>-c$ becomes $\varphi(z)/\Phi(c)$. Completing the square as before and substituting $y=z+ns$ gives

$$
\langle w^n\rangle_c=\frac{e^{-n\mu/kT+n^2s^2/2}}{\Phi(c)}\int_{ns-c}^{\infty}dy\,\varphi(y)
=e^{-n\mu/kT+n^2s^2/2}\,\frac{\Phi(c-ns)}{\Phi(c)} .
$$

The average is thus multiplied by $\Phi(c-s)/\Phi(c)$, and equation (3) becomes

$$
N_c=\frac{1}{\varepsilon^2}\left[e^{s^2}\,\frac{\Phi(c-2s)\,\Phi(c)}{\Phi(c-s)^2}-1\right]. \tag{6}
$$

A cut at five standard deviations, here at 0.5 eV, lowers the average by 13 % but reduces the cost from $3.15\times10^8$ to $1.3\times10^6$ sites. A cut at three standard deviations, at 0.9 eV, leaves 19 % of the uncut average and needs about 9100 sites. The sampling cost depends on the far tail much more strongly than the average does.

The dilute approximation imposes a limit of its own. A site that holds at most one vacancy has occupancy $1/(1+e^{E/kT})$, which cannot exceed one, whereas $w$ can. In the example half of the second moment comes from below $\mu-2\sigma^2/kT\approx-0.05$ eV, where $w>1$. Using the occupancy in place of $w$ changes the average by less than 0.1 %, but lowers the required number of sites to $1.0\times10^8$, a third of the earlier value. Equation (3) therefore needs $\mu-2\sigma^2/kT$ to lie above zero by a few $\sigma$ and also by several $kT$, and the average $A$ needs the same of $\mu-\sigma^2/kT$. For $s\approx1$ a margin of $3\sigma$ alone still leaves the count from the occupancy 13 % below equation (3). Outside this range the exponential growth with $\sigma$ stops: with $\mu=1.5$ eV and $T=600$ K, the occupancy needs $1.0\times10^8$ sites for $\sigma=0.20$ eV, $1.9\times10^8$ for 0.25 eV, $1.9\times10^7$ for 0.30 eV and $3.9\times10^5$ for 0.40 eV, whereas equation (3) gives $4\times10^{16}$ and $10^{28}$ for the last two.

## A cheaper estimate and its price

The exponential cost belongs to the direct average. If the distribution is known to be Gaussian, equation (1) gives $\ln A$ from two parameters, which can be replaced by the sample mean $\hat m$ and the sample variance $\hat v$:

$$
\widehat{\ln A}=-\frac{\hat m}{kT}+\frac{\hat v}{2(kT)^2}.
$$

For Gaussian data $\hat m$ and $\hat v$ are independent, with variances $\sigma^2/N$ and $2\sigma^4/(N-1)$. Hence

$$
\mathrm{Var}(\widehat{\ln A})=\frac{s^2}{N}+\frac{1}{4(kT)^4}\,\frac{2\sigma^4}{N-1}=\frac{s^2}{N}+\frac{s^4}{2(N-1)} .
$$

A small error of $\ln A$ equals the relative error of $A$. For large $N$ the cost is therefore

$$
N_{\rm fit}\simeq\frac{s^2+s^4/2}{\varepsilon^2}=\frac{14.96+111.9}{0.01}\approx1.27\times10^4 ,
$$

or about 200 supercells if the sites are independent. In 1500 simulated fits of this size the rms error of $\ln A$ was 0.10, as intended.

The saving rests on the assumed tail. If the Gaussian is cut at $\mu-3\sigma$ as in equation (6), the fit overestimates the average by a factor of 4.6, however many sites are used. In that case the direct average needs about 9100 sites and has no such bias. This particular cut would show in the data, since an uncut Gaussian puts about 17 of $1.27\times10^4$ sites below $\mu-3\sigma$. A cut at $\mu-4\sigma$ would not, since only 0.4 such sites are expected, yet the fit then overestimates the average by a factor of 1.8, while the direct average needs about $9.6\times10^4$ sites. Cost alone therefore cannot decide between the two methods; the shape of the tail beyond the reach of the sample must be known or bounded by physical argument.

## The real material

The chosen $\mu$ and $\sigma$ are rough. In real amorphous InGaZnO$_4$ the formation energy depends on the oxygen chemical potential, on the charge state and on which metal atoms surround the site, so the distribution may be a mixture of several peaks. The Gaussian tail is an assumption too, and the cut at three standard deviations shows that it can move the required number from $3\times10^8$ to $10^4$. Sampling is also not the sole source of error: a common offset of $kT\ln1.1\approx0.005$ eV already changes the average by 10 %, and errors of the density functional or of the finite cell can easily be larger.

The relevant temperature is the one at which the vacancies last equilibrated. If they freeze in near the anneal temperature, 600 K applies. Equilibrium at 300 K would double $s$, quadruple $s^2$ and formally require about $10^{28}$ sites, with saturation ignored; since $\mu-2\sigma^2/kT$ is then about $-1.6$ eV, equation (3) does not apply and this figure is no estimate of the real cost.

A transistor channel is itself a finite sample. One of $10\,000\times10\,000\times40$ nm contains $1.9\times10^{11}$ oxygen sites. For $\sigma=0.20$ eV, equation (3) solved for $\varepsilon$ gives a device-to-device rms variation of 0.4 % in the thermally expected vacancy number; saturation lowers this to 0.2 %. If the site energies are independent across the whole channel, it therefore averages well over a disorder that supercells cannot sample. The actual number varies more. In this equilibrium model, which leaves out any vacancies remaining from deposition, the expected number is only about 84, and since dilute vacancies occupy sites independently, the count has a Poisson scatter of $1/\sqrt{84}\approx11$ % even between channels with identical site energies. For $\sigma=0.30$ eV, with $\mu$ and $T$ unchanged, equation (3) gives a variation of the expected number of 47 times its mean. That is not a prediction for devices: $\mu-\sigma^2/kT$ is then about $-0.24$ eV, so the dilute approximation has failed for the average itself. With the occupancy in place of $w$, the average is only 22 % of $A$ and the variation of the expected number is about 0.1 %.

The numerical output that follows lists most of the values used here.

## Calculated quantities

```
mean energy 1.50 eV, spread 0.20 eV
temperature 600 K, kT = 0.05170 eV
target relative error 0.10
s = 3.868, s^2 = 14.96, exp(s^2) = 3.150e+06
sites needed (rms criterion) 3.150e+08
supercell: 112 atoms, 64 oxygen sites
cells needed, independent sites 4.921e+06
average weight 4.464e-10
weight at the mean energy 2.515e-13
oxygen site density 47 per nm^3
vacancy density 2.10e+13 cm^-3
median energy of first moment 0.726 eV
median energy of second moment -0.047 eV
share of average below first of these 0.5000
draws for one site below it 1.824e+04
its estimate s*sqrt(2pi)*exp(s^2/2) 1.721e+04
sites | median sample/true | fraction of runs within target
  6.40e+01 | 0.121 | 0.021
  6.40e+03 | 0.576 | 0.073
  1.00e+05 | 0.792 | 0.140
  1.00e+06 | 0.903 | 0.336
  1.00e+07 | 0.962 | 0.679
  3.15e+08 | 0.990 | 0.973
at 6400 sites: true relative rms error 22.2
  median error bar from the sample itself 0.32
spread (eV) | s^2 | sites needed at 600 K
  0.05 | 0.94 | 1.55e+02
  0.10 | 3.74 | 4.11e+03
  0.20 | 14.96 | 3.15e+08
  0.30 | 33.67 | 4.18e+16
Gaussian fit: sites needed 12691
  simulated rms error of ln(average) 0.102
  fit/true if tail ends at 3 spreads 4.61
tail cut (spreads) | average/uncut | sites needed
  3 | 0.193 | 9.12e+03
  4 | 0.552 | 9.62e+04
  5 | 0.871 | 1.29e+06
saturation: average changes by factor 0.9994
  sites needed with saturation 1.02e+08
cell correlation 0.2: cells needed times 1.0004
cell correlation 0.5: cells needed times 1.0355
cell correlation 0.8: cells needed times 4.1600
spread 10 % larger: sites needed times 23.2
common offset giving 10 % error 0.0049 eV
sites needed if equilibrated at 300 K 9.84e+27
channel 10000 x 10000 x 40 nm: 1.88e+11 sites
  device-to-device rms, spread 0.20 eV: 0.0041
  device-to-device rms, spread 0.30 eV: 47.1461
```
